\section*{Binary rate trees in kinetic Monte Carlo: selection and rounding drift}

\section{Rate sums for a growing surface}

Two binary trees followed the same simulated crystal surface through 60000 growth events. Their leaves held identical event rates at every moment, and their roots were both meant to hold the total rate. At the sampled moments the root of the first tree never differed from the correctly rounded total by more than $5.4\times10^{-16}$ of its value. The root of the second differed by up to $4.3\times10^{-12}$, about 8000 times more. The trees differed in one line of arithmetic: after a rate changed, the first recomputed each parent as the sum of its two children, while the second added the change of the rate to each ancestor. In real arithmetic the two rules are identical.

To explain the difference we need the selection rule, its cost and the rounding error of each operation.

\subsection{What has to be sampled}

Let the surface be in a given configuration, with possible events $k=0,\dots,N-1$ of rates $r_k\ge0$ and total $R=\sum_k r_k>0$. The rates are constant until the next event. Each event then has an independent exponential clock, which is still silent at time $t$ with probability $e^{-r_kt}$. Event $k$ comes first, in $[t,t+dt]$, if its own clock rings then and all others are silent:
\begin{equation}
 r_k e^{-r_kt}\,dt\prod_{j\ne k}e^{-r_jt}
 = r_k e^{-Rt}\,dt
 = \frac{r_k}{R}\;\bigl(R e^{-Rt}\,dt\bigr).
\end{equation}
The density factorizes, so the event and the waiting time are independent:
\begin{equation}
 P_k=\frac{r_k}{R},\qquad t=-\frac{\ln(1-U')}{R},
\end{equation}
where $U'$ is uniform on $[0,1)$; the second relation solves $1-e^{-Rt}=U'$. If the temperature varies appreciably during a waiting time, the rates are not constant and this time formula no longer applies.

Define $C_k=r_0+\dots+r_k$ and $C_{-1}=0$. With a second uniform number $U$ and $x=UR$, choosing the $k$ for which
\begin{equation}
 C_{k-1}\le x<C_k \label{eq:interval}
\end{equation}
gives the required probability, because the interval has length $r_k$ out of $R$. A linear search for this interval examines $(N+1)/2$ partial sums on average when all rates are equal.

\subsection{Selection and update in the tree}

Pad the rates with zeros to $2^L$ leaves, $L=\lceil\log_2N\rceil$, and let each parent hold
\begin{equation}
 S=S_{\rm l}+S_{\rm r},
\end{equation}
the sum of its left and right children. Start at the root with $x=UR$. If $x<S_{\rm l}$, go left and keep $x$; otherwise go right and replace $x$ by $x-S_{\rm l}$. Stop at a leaf.

In real arithmetic this preserves $0\le x<S$ at the current node. A left step has $x<S_{\rm l}$ by the comparison. A right step has $x\ge S_{\rm l}$ and $x<S_{\rm l}+S_{\rm r}$, hence $0\le x-S_{\rm l}<S_{\rm r}$. At leaf $k$ the subtracted sums cover precisely the leaves to its left, so they add up to $C_{k-1}$. The invariant at the leaf reads $0\le UR-C_{k-1}<r_k$, which is \eqref{eq:interval}. Selection is therefore exact in real arithmetic and takes $L$ comparisons.

A changed leaf affects its $L$ ancestors and no other node. Recomputing them from the bottom up costs $L$ additions. If an event changes $c$ rates, the cost is at most $cL$. The cost per event therefore stays logarithmic if $c$ stays bounded as the surface grows, as it does for short-range interactions. If a change of temperature alters every rate, it is better to rebuild the tree with $2^L-1$ additions. For $L=11$ this is 2047 additions, and rebuilding is cheaper than separate updates once $c>2047/11\approx186$.

Counted operations agree with these statements. For $N=100$, 2000 and 20000 equal rates, selection took 7, 11 and 15 comparisons of $x$ with a left sum, and an update took the same numbers of additions. Linear search needed on average 45, 977 and 9908 comparisons in 100 draws.

\subsection{The growth model}

The surface is a periodic $32\times32$ square lattice of column heights on an inert substrate. Each site receives atoms at $1\ {\rm s^{-1}}$. The top atom of a column hops at the rate
\begin{equation}
 k_n=\nu\exp\!\left(-\frac{E_{\rm s}+nE_{\rm b}}{k_{\rm B}T}\right),
\end{equation}
where $n$ counts the neighbouring columns at least as high as its own. The direction is drawn uniformly from four. The parameters are round model values: $\nu=10^{13}\ {\rm s^{-1}}$, $E_{\rm s}=1.0$ eV, $E_{\rm b}=0.3$ eV and $T=600$ K, so that $k_{\rm B}T=0.0517$ eV. Then
\begin{equation}
 k_0=10^{13}e^{-1.0/0.0517}\ {\rm s^{-1}}\approx3.98\times10^4\ {\rm s^{-1}},
\end{equation}
and each bond multiplies the rate by $e^{-0.3/0.0517}\approx3.0\times10^{-3}$. An atom with four bonds hops at $3.3\times10^{-6}\ {\rm s^{-1}}$, ten orders of magnitude more slowly than a free one. This spread makes rounding worth examining.

One deposition and one hop rate per site give 2048 leaves and $L=11$. A deposition can alter the hop rates of the site and its four neighbours, five in all. A hop from $i$ to $j$ can alter those of $i$, $j$ and their three other neighbours each, eight in all. Many of these rates turn out not to change: the mean was 2.10 changed rates per event and the maximum 7. The mean update cost was thus $2.10\times11\approx23$ additions. Complete recomputation of all hop rates every 2000 events tested that the local list misses none.

The run made 2033 depositions, or $2033/1024=1.99$ monolayers, in 2.028 s. The expected number for this elapsed time is $1024\times2.0276=2076$, with a Poisson spread of $\sqrt{2076}\approx46$. The difference of $-43$ is about one standard deviation, which supports the waiting times together with the choice between deposition and hopping. It does not test which hop is chosen: hops selected with wrong relative frequencies would still leave the deposition rate correct.

\section{Rounding error of the sums}

Let $u=2^{-53}\approx1.11\times10^{-16}$ be the unit roundoff of double precision, let ${\rm fl}$ denote rounding to nearest with ties to even, and exclude overflow and underflow. Computed quantities carry a hat. Each addition obeys
\begin{equation}
 {\rm fl}(a+b)=(a+b)(1+\delta),\qquad |\delta|\le u .
\end{equation}

\subsection{Parents recomputed from children}

Suppose that sums $\ell$ levels above the leaves satisfy
\begin{equation}
 (1-u)^\ell S\le\hat S\le(1+u)^\ell S .
\end{equation}
This is true at $\ell=0$, where the leaves are the given rates. Adding two such children, whose exact sums are nonnegative, preserves the factors, and the new rounding supplies one more factor between $1-u$ and $1+u$. The statement follows for $\ell+1$. At the root,
\begin{equation}
 |\hat R-R|\le\bigl[(1+u)^L-1\bigr]R\approx LuR. \label{eq:sum}
\end{equation}
Nonnegative rates are essential: with mixed signs the exact sum could be much smaller than its terms.

The number of past updates does not appear. Every parent is a fixed function of its children, so the whole tree is a fixed function of the present leaves. It must agree bit for bit with a tree newly built from them, and this was tested during growth. For $L=11$ the bound is $11u=1.2\times10^{-15}$. The largest observed difference from the correctly rounded total was $5.4\times10^{-16}$. Rounding that reference can hide at most one further $u$, so the error stayed below $6.6\times10^{-16}$, within the bound.

\subsection{Differences added to the ancestors}

The other rule replaces $\hat R$ by ${\rm fl}(\hat R+d)$, with $d=r_{\rm new}-r_{\rm old}$. Each rounding error now remains in the root. As long as $\hat R$ stays between two successive powers of two, its possible values have a fixed spacing $g$. If the subtraction that forms $d$ is exact, one update adds an error $e$ with $|e|\le g/2$; otherwise the rounding error of $d$ is added to this. How the errors combine depends on the rates.

First let the new rates be continuously distributed, with a spread much larger than $g$ and digits much finer than $g$. Since $\hat R$ is a multiple of $g$, the error depends only on the remainder of $d$ modulo $g$. The remainder of each new rate is uniform and independent of the past, so that of $d$ is uniform too, whatever the old rate was. Hence $e$ is uniform on $[-g/2,g/2]$, independent of earlier errors, with
\begin{equation}
 \langle e\rangle=0,\qquad
 \langle e^2\rangle=\frac1g\int_{-g/2}^{g/2}e^2\,de
 =\frac{2}{3g}\Bigl(\frac g2\Bigr)^3=\frac{g^2}{12}.
\end{equation}
Variances add, and after $M$ updates
\begin{equation}
 \Delta_{\rm rms}=g\sqrt{M/12}. \label{eq:walk}
\end{equation}

An ensemble of 400 trees tested this law. Each had 1024 rates uniform between 1 and $2\ {\rm s^{-1}}$, so the root stayed between 1024 and $2048\ {\rm s^{-1}}$, where $g=2^{-42}\ {\rm s^{-1}}$. After $M=100$, 1000 and 10000 updates the rms drift was $3.02g$, $9.57g$ and $28.2g$, against $2.89g$, $9.13g$ and $28.9g$ from \eqref{eq:walk}. The deviations are at most 5\%; the sampling error of an rms value from 400 nearly Gaussian samples is about $1/\sqrt{800}=3.5\%$. Recomputed sums had an rms error between $0.45g$ and $0.47g$ at all three times.

This drift is small. Relative to the mean root of $1536\ {\rm s^{-1}}$ it is $4.2\times10^{-15}$ after $10^4$ updates, and \eqref{eq:walk} extrapolates to $4.3\times10^{-11}$ after $10^{12}$.

\subsection{A few discrete rates}

The growth model has only six possible hop rates, including zero, and its errors need not be independent. Let $Q(d)$ be the multiple of $g$ nearest to $d$. Within one interval of fixed spacing, and away from ties, the update is $\hat R\to\hat R+Q(d)$. Because $Q(-d)=-Q(d)$, a rate that goes from $a$ to $b$ and back leaves no error behind. Ties are not rare in this model, however. For $\hat R$ between $2^{16}$ and $2^{17}\ {\rm s^{-1}}$, the stored double-precision value of $k_0$, computed with the unrounded $k_{\rm B}T$, is an odd multiple of $g/2$ (this last bit depends on the constants; $k_{\rm B}T=0.0517$ eV gives an even multiple). Switching it on and off can then leave an error of $g$, but only once: the root comes to rest on an even multiple of $g$, and repeating the same switch adds nothing. A cycle through three values can leave an error even without ties. Let $a$, $b$ and $c$ have remainders $0$, $0.4g$ and $0.8g$. Apart from multiples of $g$, which cancel around the cycle, the three steps contribute
\begin{equation}
 Q(0.4g)+Q(0.4g)+Q(-0.8g)=0+0-g=-g .
\end{equation}
The true sum has returned to its old value, but the computed one has lost $g$, and it loses $g$ again in every repetition. The drift is then linear in $M$. Discrete rates can thus do better or worse than \eqref{eq:walk}.

A second effect comes from the changing size of $R$. An absolute error made while fast events are present survives their disappearance and is then compared with a smaller total.

Could one unlucky rounding at a large $R$ explain the error of $4.3\times10^{-12}$ in the growth run? Depositions alone give $R\ge1024\ {\rm s^{-1}}$, so the absolute error was at least
\begin{equation}
 4.27\times10^{-12}\times1024\ {\rm s^{-1}}\approx4.4\times10^{-9}\ {\rm s^{-1}}.
\end{equation}
Two adjacent columns cannot both have $n=0$, since one of them is at least as high as the other. Dividing the lattice into 512 adjacent pairs therefore gives
\begin{equation}
 R\le512(k_0+k_1)+1024\ {\rm s^{-1}}\approx2.05\times10^7\ {\rm s^{-1}},
\end{equation}
with $k_1=120\ {\rm s^{-1}}$. One rounding of the root contributes at most about $uR\approx2.3\times10^{-9}\ {\rm s^{-1}}$, which is too little. Errors from several updates must have accumulated. After 15000, 30000, 45000 and 60000 events the absolute error of the root was $-1.3$, $-4.0$, $-5.6$ and $-7.0\times10^{-9}\ {\rm s^{-1}}$, while summing $g^2/12$ over all updates gives an rms value of only $1.5\times10^{-9}\ {\rm s^{-1}}$ at the end. The error grows roughly linearly, so the extrapolation of \eqref{eq:walk} does not carry over to this model. The data do not separate the share of biased cycles from that of changes in spacing.

\section{Rounding error of the selection}

\subsection{Events that should be impossible}

Difference updates also damage the interior of the tree. Take two empty leaves, switch on $k_0$ and then $k_2=0.364\ {\rm s^{-1}}$, and switch them off in the same order. The parent passes through
\begin{equation}
 k_0\;\to\;k_0+k_2+e\;\to\;k_2+e\;\to\;e,
\end{equation}
where $e$ is the rounding error of the one inexact addition. The computed residue is $3.8\times10^{-13}\ {\rm s^{-1}}$, although both leaves are zero. A positive residue lets the descent enter an empty subtree and select an event of zero rate. At one of the sampled moments of the growth run, 52 empty subtrees had nonzero sums in the tree with difference updates. Events were selected from the other tree.

Recomputed parents of empty leaves are exactly zero, but a subtler defect remains. Let $\varepsilon=2u$ and take four leaves
\begin{equation}
 \bigl(1.5\varepsilon,\;0,\;1+2\varepsilon,\;0\bigr).
\end{equation}
Numbers just above 1 have spacing $\varepsilon$. The root $1+3.5\varepsilon$ is a tie and rounds to the even neighbour $1+4\varepsilon$. The largest uniform number on the grid of spacing $u$ is $U=1-\varepsilon/2$, and
\begin{equation}
 (1+4\varepsilon)(1-\varepsilon/2)=1+3.5\varepsilon-2\varepsilon^2
\end{equation}
lies just below the midpoint, so $x=1+3\varepsilon$. The descent goes right and subtracts $1.5\varepsilon$. The result $1+1.5\varepsilon$ is again a tie and rounds to $1+2\varepsilon$. This equals the sum of the right subtree, so the strict inequality $x<S$ is lost. The next comparison, $1+2\varepsilon<1+2\varepsilon$, fails, and the descent ends on the last leaf, whose rate is zero.

The cure is an additional rule: go left whenever $\hat S_{\rm r}=0$. It costs at most $L$ tests for zero per selection, which the operation counts given earlier do not include. Starting from $\hat R>0$, the descent then never enters a node with zero sum. If $\hat S_{\rm r}=0$, it goes left, where $\hat S_{\rm l}>0$. If $\hat S_{\rm l}=0$, then $x<0$ is false, since $x$ is never negative, and it goes right, where $\hat S_{\rm r}>0$. If both are positive, either choice is safe. In the four-leaf case the rule selects the third leaf.

\subsection{A bound on every probability}

Let $U=mu$ with $m=0,\dots,2^{53}-1$ equally likely, and let $J(m)$ be the selected leaf. Rounding preserves order, so a larger $m$ never leads to a leaf further left. Each leaf therefore owns a contiguous, possibly empty, range of $m$. Let $m_k$ be the smallest $m$ with $J(m)\ge k$, or $2^{53}$ if there is none. The realized probability of leaf $k$ is $(m_{k+1}-m_k)u$.

To locate $m_k$, compare the descent with the path from the root to leaf $k$. If $J<k$, the descent left this path to the left, at a comparison $x<\hat S_{\rm l}$. The sums subtracted before, together with $S_{\rm l}$, cover only leaves to the left of $k$, so without rounding $UR<C_{k-1}$. If $J>k-1$, either the descent reached $k$ or it passed further right, and without rounding $UR\ge C_{k-1}$. A left turn forced by the additional rule changes nothing: the right subtree is empty, so the right-hand limit of the interval is still the one set by the last genuine left turn, or by $U<1$.

Rounding shifts these inequalities, to first order in $u$, by at most
\begin{itemize}
 \item $LuR$ from the root and $uR$ from the product $U\hat R$;
 \item $LuR$ from the stored left sums, since each has relative error at most $Lu$ and together they do not exceed $R$;
 \item $LuR$ from at most $L$ subtractions.
\end{itemize}
The grid of $U$ adds one step $u$. Therefore
\begin{equation}
 \left|m_ku-\frac{C_{k-1}}R\right|\le(3L+2)u,
\end{equation}
and, since a probability is the difference of two boundaries,
\begin{equation}
 \left|\hat P_k-\frac{r_k}{R}\right|\le(6L+4)u. \label{eq:prob}
\end{equation}

The bound is absolute. An event with $r_k/R$ comparable to $u$ owns few values of $m$ or none, and its statistics are then not resolved by a single 53-bit number.

\subsection{Counting all random numbers}

Because the ranges are contiguous, bisection finds every $m_k$ and so accounts for all $2^{53}$ values of $U$. For the final surface the largest deviation from $r_k/R$, evaluated in rational arithmetic, was $2.2u=2.5\times10^{-16}$. The bound \eqref{eq:prob} allows $70u$; it adds worst cases that did not occur together.

The rarest event had probability $3.32\times10^{-6}/8.16\times10^4=4.07\times10^{-11}$. It should own $4.07\times10^{-11}\times2^{53}\approx3.7\times10^5$ values of $m$. An error of 2.2 values is $6\times10^{-6}$ of this, which matches the largest relative error found. The final surface had no zero-rate leaves, so the exclusion of impossible events rests on the proof, the four-leaf case and a full enumeration with small integer rates, two of them zero.

Random draws are a much blunter instrument. Among $10^5$ draws from the final tree, hops with two bonds were expected 20 times and occurred 8 times, a deviation of $-2.7$ standard deviations. Hops with one bond were expected 1033 times and occurred 958 times, a deviation of $-2.3$. Both are within the tolerance of five standard deviations plus two counts, but they are larger than typical. The exhaustive count shows that the map from $U$ to events is not responsible, since its errors are of order $10^{-16}$. What remains is the particular sequence of random numbers; a chance fluctuation is the likely reading, though no second sequence was drawn to check it. The remaining figures are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Small integer rates (1/s): [3, 0, 1, 4, 2, 0, 5]
Enumerated selections (count): [3, 0, 1, 4, 2, 0, 5]
Tie case, leaf chosen without / with guard (index from 0): 3 / 2
Events N; comparisons per selection: tree, linear; additions per update
     100; 7, 45; 7
    2000; 11, 977; 11
   20000; 15, 9908; 15
Lattice sites: 1024; leaves: 2048; levels L: 11
Temperature: 600 K; kB T: 0.05170 eV
Attempt frequency: 1.0e+13 1/s; deposition per site: 1.0 1/s
Surface barrier: 1.0 eV; lateral bond: 0.3 eV
Hop rates for 0..4 bonds (1/s): 3.9845e+04 1.2036e+02 3.6357e-01 1.0983e-03 3.3175e-06
Growth events: 60000; depositions: 2033
Elapsed time: 2.02762 s; expected depositions: 2076.3
Coverage: 1.9854 monolayers
Changed rates per event, mean / maximum: 2.097 / 7
Final total rate R: 8.157220e+04 1/s
Growth run, largest relative error of R, recomputed: 5.39e-16
Growth run, largest relative error of R, differences: 4.27e-12
Bound for recomputed sums incl. reference rounding: 1.33e-15
Most empty subtrees with nonzero drifted sum (sampled): 52
Zero-rate leaves in final tree: 0
Largest probability error: 2.225 u = 2.47e-16; bound: 70 u
Smallest nonzero probability: 4.067e-11
Largest relative probability error: 6.07e-06
Class: r/R summed, sampled share (100000 draws)
  deposition: 0.012553, 0.012380
  hop, 0 bonds: 0.976917, 0.977960
  hop, 1 bonds: 0.010328, 0.009580
  hop, 2 bonds: 0.000201, 0.000080
  hop, 3 bonds: 0.000001, 0.000000
  hop, 4 bonds: 0.000000, 0.000000
Emptied pair (0-bond and 2-bond hops), residual sum: 3.750e-13 1/s
Drift ensemble: 400 trees, 1024 leaves, rates 1 to 2 1/s
Root spacing g: 2.2737e-13 1/s
Updates M; rms drift/g, sqrt(M/12); recomputed rms error/g
  100; 3.016, 2.887; 0.449
  1000; 9.566, 9.129; 0.463
  10000; 28.241, 28.868; 0.465
Mean root: 1535.98 1/s; relative rms drift at M=10000: 4.18e-15
Drift law extrapolated to M=1e12, relative: 4.27e-11
\end{verbatim}
